# Bending of a free silicon disc by a piezoelectric film

## The problem

A silicon disc of radius $R=5$ mm and thickness $h=500$ µm is free at its rim: no external force or moment acts there. Its biaxial modulus is $M=180$ GPa, which means that equal in-plane strains $\varepsilon$ in two perpendicular directions require equal stresses $M\varepsilon$ when the faces are free of normal stress. One face carries a thin piezoelectric film with electrodes over its whole area. The effective film coefficient $e_{31,f}$ has magnitude 1 C/m². A voltage of 1 V is applied across the film.

How far does the centre of the disc move relative to its rim, and does the answer depend on the film thickness $t$?

The film is much thinner than the disc and perfectly bonded to it. The response is linear, the polarization is uniform and does not switch, and the voltage varies slowly enough for the disc to stay in mechanical equilibrium. The silicon has (100) faces. Deflections are measured from the unpowered shape, so a constant initial bow does not count.

## A first estimate by scaling

A field of size $V/t$ produces a film stress of size $|e_{31,f}|V/t$. Multiplying by the film thickness gives a force per unit width

$$
|N|\sim |e_{31,f}|V=(1\ \mathrm{C/m^2})(1\ \mathrm{V})=1\ \mathrm{N/m}.
$$

The units agree because a coulomb volt is a joule, and J/m² is N/m. The film thickness has already cancelled: a thinner film has a larger stress in a smaller cross-section.

The force acts on one face, at a distance of order $h$ from the middle of the disc, so the bending moment per width is of order $Nh$. The disc resists with a bending stiffness of order $Mh^3$. The curvature is therefore of order

$$
\kappa\sim\frac{Nh}{Mh^3}=\frac{N}{Mh^2},
$$

and a curvature $\kappa$ over a distance $R$ gives a deflection of order $\kappa R^2$:

$$
\delta\sim\frac{|N|R^2}{Mh^2}
=\frac{(1)(5\times10^{-3})^2}{(180\times10^9)(500\times10^{-6})^2}\ \mathrm{m}
\approx0.56\ \mathrm{nm}.
$$

The estimate fixes the powers of the parameters but not the numerical factor, which needs the lever arm, the strain distribution and the shape of the bent disc.

## The solution in the thin-film limit

### Stress in the clamped film

Let axis 3 point out of the film, along its polarization, and let axes 1 and 2 lie in its plane. Tensile stress is positive. The film is equivalent in all in-plane directions. With strains $S_i$, stresses $T_i$, stiffnesses $c_{ij}$ at constant field, and field $E_3$, the two relations needed are

$$
T_1=c_{11}S_1+c_{12}S_2+c_{13}S_3-e_{31}E_3,
$$

$$
T_3=c_{13}(S_1+S_2)+c_{33}S_3-e_{33}E_3.
$$

The thick silicon nearly prevents the film from changing its lateral size, so $S_1=S_2=0$ at leading order. The size of the neglected strain is found below. The upper surface is free, so $T_3=0$. The second relation becomes

$$
0=c_{33}S_3-e_{33}E_3,\qquad S_3=\frac{e_{33}}{c_{33}}E_3.
$$

The film can thus change its thickness. Putting this strain into the first relation gives

$$
T_1=\left(c_{13}\frac{e_{33}}{c_{33}}-e_{31}\right)E_3
=-e_{31,f}E_3,\qquad
e_{31,f}=e_{31}-e_{33}\frac{c_{13}}{c_{33}}.
$$

The subscript $f$ marks this combination. Since the stated coefficient is already $e_{31,f}$, no further correction for the free surface is needed.

Define $V$ as the potential of the lower electrode minus that of the upper one, so that $E_3=V/t$. The film force per width is

$$
N=T_1t=-e_{31,f}V.
$$

For negative $e_{31,f}$ and positive $V$, the film is in tension. Reversing $V$ without switching the polarization reverses the force.

### Force and moment balance

Let $z$ run upward from the midplane of the silicon, with the film at $z=h/2$, and let $w$ be the upward deflection. When a thin plate bends, a point at height $z$ moves sideways by $-z$ times the local slope. For equal curvature $\kappa$ in both directions, the in-plane strain is therefore

$$
\varepsilon(z)=\varepsilon_0-z\kappa,
$$

where $\varepsilon_0$ is the strain of the midplane. The silicon stress is $M\varepsilon(z)$.

No external load acts on the disc, so the force and moment carried by film and silicon together must vanish. The force balance is

$$
0=N+\int_{-h/2}^{h/2}M(\varepsilon_0-z\kappa)\,dz
=N+Mh\varepsilon_0,
$$

because the integral of $z$ is zero. Hence $\varepsilon_0=-N/(Mh)$. Taking moments about the midplane,

$$
0=N\frac h2+\int_{-h/2}^{h/2}zM(\varepsilon_0-z\kappa)\,dz.
$$

The term with $\varepsilon_0$ now vanishes, and $\int z^2dz=h^3/12$. Therefore

$$
\frac{Nh}{2}=\frac{M\kappa h^3}{12},\qquad
\kappa=\frac{6N}{Mh^2}.
$$

This is Stoney's relation. A tensile film gives positive $\kappa$: it shortens the upper face and raises the rim.

The strain at the film is

$$
\varepsilon(h/2)=-\frac{N}{Mh}-\frac h2\frac{6N}{Mh^2}
=-\frac{4N}{Mh}.
$$

For $N=1$ N/m its magnitude is $4/(180\times10^9\times500\times10^{-6})\approx4.4\times10^{-8}$. For a film with a rough biaxial modulus of 300 GPa, this strain changes the stress by about 0.013 MPa, whereas 1 V across a 20 nm film produces 50 MPa. The assumption of a laterally clamped film is thus good here.

### Why the disc becomes a shallow bowl

Silicon is elastically anisotropic, so equal curvature in all directions needs a reason. On a (100) face, let both in-plane strains along the cube axes be $\varepsilon$. Zero normal stress requires

$$
0=2c_{12}\varepsilon+c_{11}S_3,\qquad
S_3=-\frac{2c_{12}}{c_{11}}\varepsilon,
$$

where the $c_{ij}$ now belong to silicon. Each in-plane stress is then

$$
(c_{11}+c_{12})\varepsilon+c_{12}S_3
=\left(c_{11}+c_{12}-\frac{2c_{12}^2}{c_{11}}\right)\varepsilon
=M\varepsilon.
$$

The two stresses are equal and there is no in-plane shear stress. Such a stress state has the same normal component in every in-plane direction. The moment balance derived above therefore holds on every part of the circular rim. Inside the disc the moments are uniform, so no transverse force is needed. The corresponding surface

$$
w=w(0)+\frac{\kappa}{2}(x^2+y^2)
$$

has the required curvature in both directions and no twist. It satisfies equilibrium and the free-rim conditions; since any additional bending would cost positive elastic energy, it is the equilibrium shape apart from rigid motion.

A plate calculation tested this conclusion without imposing a circular bowl. It used rough silicon constants $c_{11}=166$, $c_{12}=64$ and $c_{44}=80$ GPa, for which $M=180.7$ GPa, and allowed polynomial shapes of degrees two to four. The smallest and largest sampled rim deflections were both 1.661 nm, in agreement with the formula for that modulus.

### The deflection

With $r$ the distance from the centre, the slope is $\kappa r$. Integration gives

$$
w(R)-w(0)=\int_0^R\kappa r\,dr=\frac{\kappa R^2}{2}
=\frac{3NR^2}{Mh^2}.
$$

The requested magnitude is

$$
\boxed{\delta=\frac{3|e_{31,f}V|R^2}{Mh^2}}.
$$

For the given disc, taking the sign that produces tension,

$$
\kappa=\frac{6(1)}{(180\times10^9)(500\times10^{-6})^2}\ \mathrm{m^{-1}}
=1.333\times10^{-4}\ \mathrm{m^{-1}},
$$

$$
\delta=\frac{(1.333\times10^{-4})(5\times10^{-3})^2}{2}\ \mathrm m
=1.667\times10^{-9}\ \mathrm m\approx1.7\ \mathrm{nm}.
$$

The radius of curvature is 7.5 km. The deflection is $3.3\times10^{-6}$ of the disc thickness, which supports the use of small-deflection theory.

## Comparison of the estimate and the solution

The scaling estimate gave 0.56 nm, one third of the solution. The missing factor can be traced:

$$
3=\underbrace{\frac12}_{\text{lever arm}}\times
\underbrace{12}_{\text{from }h^3/12}\times
\underbrace{\frac12}_{\text{integrated slope}}.
$$

Scaling found the dependence on every parameter. With the other quantities fixed, halving the disc thickness multiplies the deflection by four, and halving its radius divides it by four. The factor 12 is the largest omission: the bending resistance contains the mean of $z^2$ over the thickness, which is only $h^2/12$ rather than $h^2$.

The cancellation of film thickness holds at leading order. To find the next term of the linear elastic response, let $\eta=t/h$ and let $m$ be the film's biaxial modulus divided by $M$. The middle of the film lies at $(h+t)/2$, which multiplies the lever arm by $1+\eta$. The film also yields to the strain $-4N/(Mh)$, so its force becomes

$$
N+mMt\left(-\frac{4N}{Mh}\right)=N(1-4m\eta).
$$

Multiplying the two factors and keeping first-order terms gives

$$
\frac{\kappa_{\text{finite film}}}{\kappa}\approx1+\eta-4m\eta.
$$

For a 20 nm film with a rough modulus of 300 GPa, $\eta=4\times10^{-5}$ and $m=1.67$. The change is $-0.023\%$ relative to the thin-film deflection. Direct integration of force and moment through both layers gives the same change. At fixed voltage and coefficient, it gives 1.6665 nm for a 10 nm film and 1.6659 nm for a 40 nm film. The electrodes are not included here; stiff ones of similar thickness would add a correction of the same order.

## A second case: an electrode that stops short of the rim

Suppose that the electrode has radius $a<R$. The outer ring is then passive, and the inner region cannot bend freely. For this case take an isotropic plate with Poisson ratio $\nu$. Its bending stiffness is $D=Mh^3/[12(1+\nu)]$.

Let $\phi=dw/dr$. The radial and circumferential curvatures are $\phi'$ and $\phi/r$. With $\mu=Nh/2$ under the electrode and $\mu=0$ outside it, the corresponding moments are

$$
m_r=D\left(\phi'+\nu\frac{\phi}{r}\right)-\mu,\qquad
m_\theta=D\left(\frac{\phi}{r}+\nu\phi'\right)-\mu.
$$

Without transverse load, moment equilibrium of a ring element reads $(rm_r)'=m_\theta$. In each region $\mu$ is constant, so

$$
D[(1+\nu)\phi'+r\phi'']-\mu
=D\left[\frac{\phi}{r}+\nu\phi'\right]-\mu,
$$

and hence

$$
\phi''+\frac{\phi'}r-\frac{\phi}{r^2}=0.
$$

The solutions are $r$ and $1/r$. Finite slope at the centre gives $\phi=Ar$ inside; outside, $\phi=Br+C/r$. Continuity of slope at $a$ requires

$$
A=B+\frac{C}{a^2}.
$$

Let $\kappa$ still denote the fully electroded curvature $6N/(Mh^2)$. Then $Nh/2=D(1+\nu)\kappa$. Continuity of $m_r$ at $a$, and $m_r=0$ at $R$, give

$$
(1+\nu)(A-\kappa)=(1+\nu)B-(1-\nu)\frac{C}{a^2},
$$

$$
(1+\nu)B=(1-\nu)\frac{C}{R^2}.
$$

Putting $A-B=C/a^2$ into the first of these relations yields $2C/a^2=(1+\nu)\kappa$. Therefore

$$
C=\frac{(1+\nu)\kappa a^2}{2},\qquad
B=\frac{(1-\nu)\kappa a^2}{2R^2}.
$$

Integrating the slope over both regions,

$$
\begin{aligned}
\delta_a&=\frac{Aa^2}{2}+\frac{B(R^2-a^2)}2+C\ln\frac Ra\\
&=\frac{BR^2+C}{2}+C\ln\frac Ra\\
&=\frac{\kappa a^2}{2}\left[1+(1+\nu)\ln\frac Ra\right].
\end{aligned}
$$

At $a=R$ this returns $\kappa R^2/2$. For $a/R=0.8$ and $\nu=0.278$ it gives 0.823 of the full deflection, although the electrode covers 0.64 of the area. The passive ring resists bending, but its slope also carries the rim farther from the centre.

An isotropic three-dimensional elastic calculation tested both cases for $R/h=10$ and the same $\nu$. The uniform film force was applied as an inward pull at the electrode boundary, where that force ends. For full coverage, the bottom-face deflection agreed with the plate result within 1%. For $a/R=0.8$, the deflection was 0.82 of the full-coverage plate result, as the formula also gives to two digits. Plate theory is therefore adequate for the bottom face and the midplane even though the disc is only ten thicknesses in radius. The film-side surface close to the line where the film force ends carries an extra local distortion; at the rim of a fully electroded disc it amounts to a few percent of the deflection.

A margin of 0.1 mm on the 5 mm disc lowers the deflection by 1.5% for $\nu=0.278$ and by 1.9% for $\nu=0.061$. These ratios belong to two in-plane directions of silicon; the isotropic formula gives the size of the effect, not a full anisotropic solution, and a ratio must not be assigned to the rim direction it came from. In a cubic (100) plate with the constants above, a partial electrode leaves the rim slightly uneven: this margin lowers the deflection by 1.8% along $\langle100\rangle$ and 1.5% along $\langle110\rangle$, and $a/R=0.8$ gives 0.80 and 0.82 of the full deflection in those directions.

## Electrical and thermal corrections

The electrodes also attract each other. For an isotropic film of constant permittivity $\epsilon$, let $s$ be the in-plane strain and $q$ the thickness strain. At fixed voltage, the electric enthalpy per original area, to first order in strain, contains

$$
-\frac{\epsilon E_3^2t}{2}(1+2s-q),
$$

because area increases the capacitance and thickness decreases it. The elastic energy adds $t(c_{33}q^2/2+2c_{13}sq)$ and a term in $s^2$. At $s=0$, equilibrium in $q$ gives $q=-\epsilon E_3^2/(2c_{33})$. The derivative of the enthalpy with respect to $s$ equals $2N_{\rm es}$, since the film does work in two directions:

$$
2N_{\rm es}=2tc_{13}q-\epsilon E_3^2t
=-\epsilon E_3^2t\left(1+\frac{c_{13}}{c_{33}}\right).
$$

For an isotropic solid $c_{13}/c_{33}=\nu_f/(1-\nu_f)$, with $\nu_f$ the film's Poisson ratio. Thus

$$
N_{\rm es}=-\frac{\epsilon E_3^2t}{2(1-\nu_f)}.
$$

For a 20 nm film with rough values of 30 for relative permittivity and 0.3 for $\nu_f$, this is $-0.95\%$ of the piezoelectric force at 1 V. It is quadratic in voltage and does not change sign with it. At fixed voltage it varies as $1/t$, from $-1.9\%$ at 10 nm to $-0.47\%$ at 40 nm, so at 1 V it depends on film thickness far more than the elastic finite-film correction does. A strain-dependent permittivity (electrostriction) adds another quadratic term, which is not included and can be the larger one in a ferroelectric: if the stress follows the square of the polarization $P$, the quadratic part is $\Delta P/(2P)$ of the linear one, about 3% for the induced $\Delta P\approx0.013$ C/m² and a rough $P=0.2$ C/m².

A temperature change of one kelvin has a larger effect in this example. If a layer would expand more than silicon by $\Delta\alpha$ per kelvin, clamping gives it a compressive force $M_{\rm layer}t_{\rm layer}\Delta\alpha$ per width and per kelvin. Take the film modulus above with a rough mismatch of 3 ppm/K, and electrodes of 20 nm total thickness with rough values of 600 GPa and 7 ppm/K. Adding their forces gives a deflection of $-0.17$ nm/K. A uniform warming of about 10 K would match the magnitude of the 1 V signal. An alternating voltage helps to separate the linear response from slow drift.

## Reading the result for ferroelectric hafnia

A 20 nm film at 1 V has a field of 0.5 MV/cm and, for the assumed coefficient, a stress of 50 MPa. The thickness and field are plausible for ferroelectric hafnia: the field lies below a rough coercive field of 1 MV/cm and a rough breakdown field of 4 MV/cm. The coefficient is an assumed round value, not a prediction for this material, and an electrode 10 mm across is far larger than a memory capacitor. Uniform polarization is also an assumption. If a fraction $f$ of the film has opposite polarization and an equal coefficient magnitude, uniformly mixed on a scale much smaller than $h$, the average response is multiplied by $1-2f$; $f=0.25$ would halve the deflection to about 0.83 nm. At 10 nm thickness, the same voltage would reach the rough coercive field. If the field opposes the polarization, the film may then switch, and the cancellation of thickness can no longer be relied on.

A residual film stress of 1 GPa, again a rough value, would bow the disc by 33 nm before any voltage is applied. This is twenty times the signal but still tiny compared with the disc thickness, so in the linear model it adds a constant offset and leaves the voltage-induced change at 1.7 nm. The numerical output lists the inputs and corrections.

## Computed results

```
Film coefficient e31,f: -1 C/m2
Voltage: 1 V
Disc radius: 5 mm
Disc thickness: 500 um
Disc biaxial modulus: 180 GPa
Film thickness: 20 nm
Field: 0.5 MV/cm
Rough coercive field: 1 MV/cm
Rough breakdown field: 4 MV/cm
Film stress: 50 MPa
Film force per width: 1 N/m
Curvature: 0.0001333 1/m
Radius of curvature: 7.5 km
Centre-to-edge deflection: 1.667 nm
Same deflection: 1667 pm
Deflection/disc thickness: 3.333e-06 (ratio)
Rough film biaxial modulus: 300 GPa
Laminate deflection, 10 nm film: 1.66648 nm
Laminate deflection, 20 nm film: 1.66629 nm
Laminate deflection, 40 nm film: 1.66591 nm
Finite-film change, example: -0.0227 %
Rough silicon c11: 166 GPa
Rough silicon c12: 64 GPa
Rough silicon c44: 80 GPa
Biaxial modulus from these constants: 180.7 GPa
Cubic-plate edge minimum: 1.66066 nm
Cubic-plate edge maximum: 1.66066 nm
3D/plate deflection at R/2: 1 (ratio)
3D/plate deflection at edge: 0.9986 (ratio)
Partial electrode a/R = 0.8, plate: 0.8226 (ratio)
Partial electrode a/R = 0.8, 3D: 0.8234 (ratio)
Electrode margin: 0.1 mm
Silicon in-plane Poisson ratio <100>: 0.278 (ratio)
Margin effect, isotropic plate with that ratio: -1.48 %
Silicon in-plane Poisson ratio <110>: 0.0606 (ratio)
Margin effect, isotropic plate with that ratio: -1.9 %
Rough film relative permittivity: 30 (ratio)
Rough film Poisson ratio: 0.3 (ratio)
Electrostatic force/piezoelectric force: -0.949 %
Rough total electrode thickness: 20 nm
Rough electrode biaxial modulus: 600 GPa
Rough film-silicon expansion mismatch: 3 ppm/K
Rough electrode-silicon mismatch: 7 ppm/K
Thermal deflection per kelvin: -0.17 nm/K
Warming that matches the 1 V magnitude: 9.8 K
Rough residual film stress: 1 GPa
Static residual-stress bow: 33.3 nm
```
